Calibrating a Photoelastic Modulator from the Third-to-First Harmonic Ratio

**A case to do by hand**

Send light polarized at 45° through a photoelastic modulator, then through a quarter-wave plate with its axes along those of the modulator, then through an analyzer at 45°. There is no sample. The modulator delays one polarization component against the other by a phase δ, the retardation, and the plate shifts this phase by a quarter turn. With a suitable sign of that shift the detector receives

I = ½ I₀ (1 + sin δ), δ = A sin θ, θ = ωt.

The amplitude A, in radians, is to be found from the signal. Let A be small and expand the sine:

sin(A sin θ) ≈ A sin θ − (A³/6) sin³θ.

Since sin³θ = (3 sin θ − sin 3θ)/4,

sin(A sin θ) ≈ (A − A³/8) sin θ + (A³/24) sin 3θ.

The third harmonic divided by the first is A²/24 at leading order. The light intensity I₀ has cancelled. A measured ratio r = 0.015 gives

A ≈ √(24 × 0.015) = √0.36 = 0.6 rad.

Two things must now be shown: that a sample cancels as I₀ did, and that the ratio can be inverted when A is not small.

**Why the sample cancels**

Let the light entering the modulator have field components a and b along the modulator axes. The modulator multiplies them by exp(iδ/2) and exp(−iδ/2). The sample, analyzer and other fixed optics are linear, so the detected field is u a exp(iδ/2) + v b exp(−iδ/2), with constants u and v. Its squared modulus is

|ua|² + |vb|² + 2 Re[u a v* b* exp(iδ)].

A depolarizing sample, or partly polarized light, adds several such intensities. The sum keeps the form

I = c₀ + 2 Re[Z exp(iδ)] = c₀ + C cos δ + S sin δ, C = 2 Re Z, S = −2 Im Z.

Allow a static retardation along the same axes, δ = δ₀ + A sin θ. The Bessel functions Jₙ are defined by the Fourier series

exp(iA sin θ) = Σₙ Jₙ(A) exp(inθ).

Complex conjugation combined with θ → −θ leaves the left side unchanged, so Jₙ is real. The shift θ → θ + π turns the left side into its conjugate, so J₋ₙ = (−1)ⁿ Jₙ. Write Z′ = Z exp(iδ₀). For n ≠ 0 the coefficient of exp(inθ) in I is

cₙ = Z′ Jₙ + Z′* J₋ₙ.

For odd n this is (Z′ − Z′*) Jₙ = 2i Im(Z′) Jₙ. With K = −2 Im Z′ = S cos δ₀ − C sin δ₀,

cₙ = −iK Jₙ(A), so the odd harmonics are 2K Jₙ(A) sin nθ.

The sample and the static retardation enter through K alone, and

R(A) = J₃(A)/J₁(A), provided K ≠ 0.

A time delay multiplies cₙ by exp(inφ). The combination

R = −c₃ c₁*/c₁²

keeps the sign of the ratio and removes the delay: numerator and denominator both carry exp(2iφ), and the remaining factors give −(K²J₃J₁)/(−K²J₁²) = J₃/J₁. If the detector has complex gains g₁ and g₃ at ω and 3ω, the measured combination is first divided by g₃ g₁*/g₁².

For 30 random depolarizing samples with random static retardation and delay, the simulated ratio differed from J₃/J₁ by at most 6.3 × 10⁻¹⁵, relative to 1 + R.

**The ratio at 2.405 rad**

Differentiate the defining series with respect to θ, and separately with respect to A, and compare coefficients:

(2n/A) Jₙ = Jₙ₋₁ + Jₙ₊₁, 2Jₙ′ = Jₙ₋₁ − Jₙ₊₁.

The first relation gives J₂ = 2J₁/A − J₀ and J₃ = 4J₂/A − J₁. Hence

R = 4J₂/(A J₁) − 1 = 8/A² − 1 − 4J₀/(A J₁).

At the first zero of J₀, A = 2.40483 rad, the last term vanishes:

R = 8/2.40483² − 1 = 0.38332.

This setting is useful because the time average of the signal is c₀ + 2 Re(Z′) J₀(A). At the zero of J₀ the average is c₀, free of the interference term.

The three-digit ratio 0.383 returns 2.4042 rad, which rounds to 2.404. The four-digit ratio 0.3833 returns 2.4048 rad, which rounds to 2.405.

**One ratio, one amplitude**

To invert R we need its slope. Put q = J₂/J₁ = A(1 + R)/4. Combining the two recurrences gives J₂′ = J₁ − 2J₂/A and J₁′ = J₁/A − J₂, so

q′ = J₂′/J₁ − q J₁′/J₁ = 1 − 2q/A − q(1/A − q) = 1 − 3q/A + q².

Since R = 4q/A − 1,

R′ = 4q′/A − 4q/A² = 4/A − 16q/A² + 4q²/A.

Inserting q = A(1 + R)/4 gives

R′ = A(1 + R)²/4 − 4R/A.

At the zero of J₀ this is 1.1505 − 0.6376 = 0.5129 per radian. It explains the rounding result above: a ratio too low by 0.00032 lowers A by 0.00032/0.5129 = 0.0006 rad.

The same equation proves uniqueness. R is even in A and vanishes at A = 0, so write R = Σ cₙA²ⁿ with n ≥ 1 (these cₙ are series coefficients, not the Fourier coefficients above). Multiply the slope equation by A and move 4R to the left:

A R′ + 4R = A²(1 + R)²/4.

Comparing powers A²ⁿ,

(2n + 4) cₙ = ¼ × [coefficient of A²ⁿ⁻² in (1 + R)²].

For n = 1 the bracket is 1 and c₁ = 1/24, the hand result. For n = 2 it is 2c₁ = 1/12 and c₂ = 1/384. Each bracket contains sums and products of earlier coefficients with plus signs, so by induction every cₙ is positive. In the hand example the next term is 0.6⁴/384 = 0.0003, about 2 % of 0.015.

The series converges up to A = j₁₁ = 3.8317, the first positive zero of J₁. Suppose it stopped converging at some ρ < j₁₁. R is smooth and analytic at ρ because J₁ ≠ 0 there. A Taylor expansion about a point just below ρ would then converge at some b > ρ. All its terms are sums of positive terms, which may be regrouped into Σ cₙb²ⁿ. That sum would converge beyond ρ, a contradiction.

So R, R′ and R″ are positive on 0 < A < j₁₁. At j₁₁ the denominator J₁ vanishes, while J₃ = 4J₂/A does not: if J₁ and J₂ were both zero at one point, their linear first-order equations would keep both zero everywhere. R therefore rises from 0 to infinity, and every positive r has one root on this branch.

Other branches exist. The ratio 0.383 also occurs at 6.5591 rad. A single reading cannot exclude that value, so the drive is raised from zero and the branch is followed.

**The algorithm**

Given the corrected ratio r > 0:

1. Start at x = √(24r). Because R ≥ A²/24, this is at or above the root. If x ≥ j₁₁, start instead at j₁₁/2 and repeatedly halve the distance to j₁₁ until R(x) ≥ r.
2. Replace x by x − [R(x) − r]/R′(x), with R′ from the slope equation.
3. Stop when the residual R(x) − r is negligible. A small step alone is not enough: for r just below j₁₁²/24 = 0.61175 the start lies next to the pole, and at r = 0.6117 the first step is only 1.5 × 10⁻⁴ rad although the root, 2.7426 rad, is more than 1 rad away.

This cannot overshoot, apart from rounding. R is convex, so its tangent at x lies below the curve. At the root A this says

r ≥ R(x) + R′(x)(A − x).

Solving for A gives A ≤ x − [R(x) − r]/R′(x), which is the next iterate. The iterates descend and stay at or above the root, so they have a limit. There the step vanishes, which requires R = r.

**Worked example: oxide on silicon**

Take 633 nm light at 70° incidence, with the polarizer and analyzer at 45° and the modulator at 0°. The sample is silicon with an oxide film, with rough indices 3.88 + 0.02i and 1.46. Let r_p and r_s be the reflection coefficients, with r_p/r_s = tan ψ exp(iΔ). Then Z = r_p r_s*/4 and c₀ = (|r_p|² + |r_s|²)/4, so with δ₀ = 0

K/c₀ = −2|r_p r_s| sin Δ/(|r_p|² + |r_s|²) = −sin 2ψ sin Δ.

At A = 2.40483 rad the first harmonic, relative to the mean signal, has magnitude 2J₁|sin 2ψ sin Δ|:

- 2 nm oxide: 0.0428
- 25 nm oxide: 0.4423
- 100 nm oxide: 1.0121

The ratio is 0.383321 for all three. What changes is the strength of the signal that carries it.

Now calibrate with the 25 nm film. The modulator runs at 50 kHz, and the detector has a single-pole roll-off at 1 MHz. The relative gain at the third harmonic is

|g₃/g₁| = √[(1 + 0.05²)/(1 + 0.15²)] = 0.99017.

A trial drive of 10 V gives the raw ratio 0.289102. Correction gives 0.289102/0.99017 = 0.29197. The start is √(24 × 0.291972) = 2.6471 rad, and Newton's method continues with 2.3249, 2.2100, 2.2001 and 2.2000 rad. The last is the amplitude set in the simulation.

If amplitude is proportional to drive, the zero of J₀ needs

10 V × 2.40483/2.20000 = 10.931 V.

A second simulated measurement there gives the corrected ratio 0.383321 and A = 2.40483 rad. As an optical path difference this is 2.40483 × 633 nm/(2π) = 242.3 nm. The simulated drive is linear; for a real modulator the second measurement is what checks that assumption.

**Noise and the choice of amplitude**

Let each harmonic amplitude Sₙ = 2K Jₙ carry independent noise of standard deviation σ_S. To first order in the noise,

dR = dS₃/S₁ − R dS₁/S₁.

The two contributions add in quadrature, and division by the slope gives

σ_A = (σ_S/|S₁|) √(1 + R²)/R′.

For M equally spaced samples per record with white noise σ, the projection Sₙ = (2/M) Σ I sin nθ has variance (4/M²)(M/2)σ² = 2σ²/M. With M = 64 and σ equal to 0.5 % of the mean signal, σ_S is 0.000884 of the mean. For the 25 nm film at the zero of J₀,

σ_A = (0.000884/0.4423) × 1.071/0.5129 = 4.17 mrad.

Simulated noisy records gave 4.18 mrad. For the 2 nm film, with the same noise relative to the mean, the law gives a value 0.4423/0.0428 ≈ 10 times larger. A sample with sin Δ = 0 gives no odd signal in this arrangement and cannot be used.

Two limits show how the uncertainty behaves at the ends of the branch. For small A, S₁ ≈ KA and R′ ≈ A/12, so

σ_A ≈ 12σ_S/(|K|A²),

which grows rapidly as the drive is lowered. Near j₁₁, J₁′ = −J₂ gives J₁ ≈ J₂(j₁₁)(j₁₁ − A), and therefore

R ≈ 4/[j₁₁(j₁₁ − A)], R′ ≈ 4/[j₁₁(j₁₁ − A)²].

Then √(1 + R²)/R′ ≈ j₁₁ − A, which cancels the same factor in S₁:

σ_A → σ_S/[2|K|J₂(j₁₁)].

The uncertainty stays finite although the first harmonic fades. This first-order estimate needs S₁ well above its noise. With the delay-removing combination, the true spread near j₁₁ is already about 15 % larger, and A is biased low, when S₁ is about twelve times σ_S, and the estimate breaks down when S₁ is about five times σ_S.

**When the sample no longer cancels**

The cancellation assumed that strain inside the modulator lies along its axes. Add a small uniform retardation ε at 45° to them. With the Pauli matrices σ_z and σ_x, the modulator matrix is

exp[(i/2)(δσ_z + εσ_x)] ≈ diag(e^{iδ/2}, e^{−iδ/2}) + iε [sin(δ/2)/δ] σ_x

to first order in ε. For 45° input the two output intensities, equal before, change by the factors 1 ± 2ε sin²(δ/2)/δ = 1 ± ε(1 − cos δ)/δ. The first-order changes in the interference term cancel. The detected signal gains

ε (|r_p|² − |r_s|²)/4 × (1 − cos δ)/δ.

This is odd in δ, so it enters the odd harmonics. Relative to the coefficient of sin δ its weight is εκ, with κ = cot 2ψ/sin Δ. Since (1 − cos δ)/δ = ∫₀¹ sin(sδ) ds, its harmonics are hₙ = 2∫₀¹ Jₙ(sA) ds, and

R = (2J₃ + εκh₃)/(2J₁ + εκh₁).

Because κ belongs to the sample, sample independence is lost at first order in ε. For ε = 0.01 rad the full matrix gives an error in A of 7.9 mrad with the 25 nm oxide and 99 mrad with the 2 nm oxide, where sin Δ is small. Comparing two samples of different κ at a fixed drive can therefore reveal such strain.

**Beside a real instrument**

The wavelength, frequency and sample are of the kind used in practice; the imperfections are round values chosen to show scale. All errors here are shifts of A from 2.40483 rad with the 25 nm film. Ignoring the detector roll-off costs −7.4 mrad. A quadratic detector nonlinearity of 0.1 % at the mean signal shifts A by 0.5 mrad, down or up according to the sign of the curvature. A mechanical overtone of 0.1 % at 3ω shifts it by up to 0.7 mrad in either direction, depending on the phase of the overtone, and a ±1 % spread of amplitude over the beam, taken as 21 equally spaced and equally weighted values, gives 0.07 mrad. The largest error simulated here comes from another assumption, a single pass through the modulator, which can fail with laser light. Coherent reflections of 3.5 % per face, roughly those of uncoated fused silica, shift A by up to 146 mrad over the optical phases sampled; 0.25 % per face reduces this to 9.6 mrad. That estimate omits modulation of the phase common to both polarizations, from changes of index and thickness. For common swings up to about three times the differential half-swing A/2, the size roughly expected in a fused-silica bar, the worst shift changes by factors from about 0.1 to 2.6 (about 20 to 380 mrad at 3.5 % per face), depending on the size and sign of the swing. These figures therefore give only the order of magnitude. If the reflected beams overlap coherently at the detector, coating the faces or tilting the modulator to separate the beams matters more here than further digits in the inversion. The remaining values are in the numerical output.

Computed results

```
First zero of J0: 2.40483 rad
First zero of J1: 3.83171 rad
J1, J3 at zero of J0: 0.51915, 0.19900
J3/J1 at zero of J0: 0.383321
dR/dA at zero of J0: 0.51287 per rad
Inverse of ratio 0.383: 2.40420 rad
Inverse of ratio 0.3833: 2.40479 rad
Next-branch root for 0.383: 6.5591 rad
Worst scaled ratio error, 30 random samples: 6.3e-15
Wavelength 633 nm, incidence 70 deg
Index of oxide 1.46, of silicon 3.88 + 0.02i
Oxide 2 nm: psi 10.60 deg, Delta -173.46 deg
  |S1|/mean 0.0428, ratio 0.383321
Oxide 25 nm: psi 15.11 deg, Delta -122.19 deg
  |S1|/mean 0.4423, ratio 0.383321
Oxide 100 nm: psi 41.21 deg, Delta -79.53 deg
  |S1|/mean 1.0121, ratio 0.383321
Modulator 50 kHz, detector cutoff 1000 kHz
Gain ratio |g3/g1|: 0.99017
Trial drive 10.00 V: raw ratio 0.289102
Gain-corrected ratio: 0.291972
  Newton iterate 0: 2.647134418 rad
  Newton iterate 1: 2.324870458 rad
  Newton iterate 2: 2.210011062 rad
  Newton iterate 3: 2.200065253 rad
  Newton iterate 4: 2.200000003 rad
  Newton iterate 5: 2.200000000 rad
Amplitude found: 2.20000 rad
New drive: 10.9310 V
Ratio at new drive, raw 0.379553, corrected 0.383321
Amplitude at new drive: 2.40483 rad = 242.27 nm
Noise per point 0.5 % of mean, 64 points
Spread of A: simulated 4.176 mrad, law 4.173 mrad
Errors in A from neglected effects, 25 nm oxide unless stated:
  roll-off not corrected: -7.39 mrad
  off-axis strain 0.01 rad, 25 nm oxide: 7.91 mrad
  off-axis strain 0.01 rad, 2 nm oxide: 98.85 mrad
  coherent reflections, 3.50 % per face: up to 145.62 mrad
  coherent reflections, 0.25 % per face: up to 9.61 mrad
  detector nonlinearity 0.1 %: -0.512 mrad
  mechanical overtone 0.1 % at 3f: -0.651 mrad
  amplitude spread +-1 % over beam: 0.0655 mrad
```
